# Why one-electron X2C overestimates spin-orbit splittings from p to f

## The form of the spin-orbit field

For one electron in a static potential energy $V(\mathbf r)$, symmetry and dimensions nearly fix the leading spin-orbit operator. It must be a scalar, even under parity and time reversal, linear in $V$ and in the Pauli matrices $\boldsymbol\sigma$, and unchanged when a constant is added to $V$. At order $1/c^2$ the available factor is $1/(m^2c^2)$, which leaves room for two momenta or gradients. Two gradients on $V$ give no vector to contract with $\boldsymbol\sigma$, because $\nabla\times\nabla V=0$. One gradient and one momentum give

$$
h_{\rm so}=a\,\frac{\hbar}{m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=a\,\frac{\hbar}{m^2c^2}\,\frac1r\frac{dV}{dr}\,\boldsymbol\sigma\cdot\mathbf L ,
$$

where the second form holds for a central potential, since then $\nabla V=(\mathbf r/r)\,dV/dr$ and $\mathbf L=\mathbf r\times\mathbf p$. The number $a$ will turn out to be $1/4$.

The spin therefore responds to the force on the electron, and in an atom that force comes from the nuclear charge minus the electronic charge enclosed at radius $r$. One-electron X2C (X2C-1e) keeps the nuclear charge in this field and drops the enclosed electronic charge. The splitting comes out too large, by a fraction that depends on how much charge the electron encloses where its spin-orbit energy arises.

The statement derived below concerns the **relative** error of shells within one heavy atom. It uses Gaussian units, a point nucleus of charge $Ze$, and a spherical electronic mean field $V_e(r)$ made of Coulomb repulsion and local exchange. The Breit interaction is omitted.

## The coefficient and the splitting

Measure energies from $mc^2$. The Dirac equation for the large and small components is

$$
V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2mc^2)\psi_S=E\psi_S .
$$

Write $\psi_S=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2mc)$, which defines the pseudo-large component $\phi$. Multiply the second equation from the left by $\boldsymbol\sigma\cdot\mathbf p/(2mc)$ and use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. With $T=p^2/2m$ and $W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$,

$$
V\psi_L+T\phi=E\psi_L,\qquad
T\psi_L+\left(\frac{W}{4m^2c^2}-T\right)\phi=E\,\frac{T}{2mc^2}\,\phi . \tag{1}
$$

Spin now enters through $W$ alone. To separate it, use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$:

$$
W=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).
$$

In the cross product, $\mathbf p=-i\hbar\nabla$ acts on $V$ and on what follows. The latter part contains $\mathbf p\times\mathbf p=0$, so $\mathbf p\times V\mathbf p=-i\hbar\,\nabla V\times\mathbf p$. Since $i(-i\hbar)=\hbar$,

$$
W=\mathbf p\cdot V\mathbf p+\frac{\hbar}{r}\frac{dV}{dr}\,\boldsymbol\sigma\cdot\mathbf L . \tag{2}
$$

Division by $4m^2c^2$ gives $a=1/4$.

The angular factor follows from $\mathbf J=\mathbf L+\hbar\boldsymbol\sigma/2$. Squaring gives $J^2=L^2+\hbar\,\boldsymbol\sigma\cdot\mathbf L+3\hbar^2/4$, and hence

$$
\boldsymbol\sigma\cdot\mathbf L=\hbar\left[j(j+1)-l(l+1)-\tfrac34\right]
=\begin{cases}\hbar l,&j=l+\tfrac12\\-\hbar(l+1),&j=l-\tfrac12.\end{cases}
$$

The two values differ by $(2l+1)\hbar$.

Now treat the spin-dependent part of (2) as a perturbation of the spin-free equation. The metric in (1) normalizes the unperturbed solution as $\langle\psi_L|\psi_L\rangle+\langle\phi|T|\phi\rangle/(2mc^2)=1$. The perturbation sits in the block acting on $\phi$. Projecting the first-order equation on the unperturbed solution gives an energy shift equal to its expectation value in $\phi$. The splitting $\Delta=E_{l+1/2}-E_{l-1/2}$ is therefore

$$
\Delta=\frac{(2l+1)\hbar^2}{4m^2c^2}\left\langle\frac1r\frac{dV}{dr}\right\rangle_\phi,
\qquad \langle f\rangle_\phi=\int_0^\infty f(r)\,\phi(r)^2\,dr, \tag{3}
$$

where $\phi(r)$ denotes $r$ times the radial part of the pseudo-large component.

## Enclosed charge

The nuclear potential energy $V_n=-Ze^2/r$ has slope $+Ze^2/r^2$. If $N(r)$ electrons lie inside radius $r$, Gauss's law gives their repulsion the slope $-e^2N(r)/r^2$. A local exchange potential $V_x$ adds its own slope. Together,

$$
\frac{dV}{dr}=\frac{e^2[Z-N_{\rm eff}(r)]}{r^2},\qquad
N_{\rm eff}(r)=N(r)-\frac{r^2}{e^2}\frac{dV_x}{dr}. \tag{4}
$$

The exchange correction lowers $N_{\rm eff}$ wherever $V_x$, which is negative, rises outward. It stands for exchange with the other electrons of the same spin as well as for the repulsion of the electron by its own density, which $N(r)$ includes, and it can be much larger than the part of its own charge that the electron encloses.

Inserting (4) in (3) gives the splitting with the electronic field included:

$$
\Delta=\frac{(2l+1)\hbar^2e^2}{4m^2c^2}
\left\langle\frac{Z-N_{\rm eff}(r)}{r^3}\right\rangle_\phi. \tag{5}
$$

## What one-electron X2C leaves out

X2C expresses $\phi$ through $\psi_L$ by an operator $X$, so that $\phi=X\psi_L$ for the positive-energy solutions, and then restores the normalization by an operator $R$. In the one-electron variant both come from the bare-nucleus problem:

$$
h_{1e}=R^\dagger\left[V_n+TX+X^\dagger T-X^\dagger TX+\frac{X^\dagger W_nX}{4m^2c^2}\right]R+V_e .
$$

Here $W_n$ is $W$ with $V$ replaced by $V_n$. The kinetic terms can be rearranged as

$$
TX+X^\dagger T-X^\dagger TX=T-(1-X)^\dagger T(1-X).
$$

The second equation of (1) shows that $X=1+O(1/c^2)$, so the last term is of order $1/c^4$. The normalization correction contains $X^\dagger TX/(2mc^2)$, which is spin-free at order $1/c^2$. The leading spin dependence of $h_{1e}$ is thus the spin-dependent part of $W_n/(4m^2c^2)$, with the field of the full nuclear charge.

A consistent transformation would have replaced the bare $V_e$ by

$$
R^\dagger\left[V_e+\frac{X^\dagger W_eX}{4m^2c^2}\right]R ,
$$

apart from the change in $X$ and $R$ that $V_e$ itself causes. Using the untransformed $V_e$ in a transformed wave equation is a picture-change error. It has a spin-free part and a spin-dependent part. The latter is the missing operator

$$
-\frac{\hbar e^2}{4m^2c^2}\,\frac{N_{\rm eff}(r)}{r^3}\,\boldsymbol\sigma\cdot\mathbf L .
$$

Its sign is opposite to that of the nuclear term wherever $N_{\rm eff}>0$, so omitting it enlarges the splitting when the weighted average of $N_{\rm eff}$ defined below is positive, as it is for every shell computed here. The untransformed $V_e$ still screens the orbital. An orbital with a reasonable shape is therefore no evidence that its spin-orbit field is screened.

At leading order the two treatments use the same orbital. The prefactors cancel in the ratio, leaving

$$
\frac{\Delta_{1e}}{\Delta}=\frac{Z}{Z-\bar N},\qquad
\bar N=\frac{\langle N_{\rm eff}/r^3\rangle_\phi}{\langle1/r^3\rangle_\phi}. \tag{6}
$$

The relative excess is $\bar N/(Z-\bar N)$. It vanishes when $V_e=0$, as for a one-electron ion treated without self-interaction, and is close to $\bar N/Z$ when $\bar N\ll Z$.

## Why the error grows with l

The weight in $\bar N$ is $\phi^2/r^3$, not the orbital density. Near the nucleus the centrifugal barrier makes a nonrelativistic radial function rise as $r^{l+1}$, so the weight rises as $r^{2l-1}$: linearly for p, as the cube for d, and as the fifth power for f.

A hydrogenic estimate shows the direction of the trend. For the lowest shell of each $l$, $\phi\propto r^{l+1}e^{-Zr/[(l+1)a_0]}$, with $a_0=\hbar^2/(me^2)$. The mean radius of the weight is

$$
\bar r=\frac{\int_0^\infty r^{2l}e^{-2Zr/[(l+1)a_0]}dr}
{\int_0^\infty r^{2l-1}e^{-2Zr/[(l+1)a_0]}dr}
=2l\,\frac{(l+1)a_0}{2Z}=\frac{l(l+1)a_0}{Z}.
$$

This is $2a_0/Z$, $6a_0/Z$ and $12a_0/Z$ for p, d and f. The estimate ignores screening and is not quantitative for f: in Ta it gives 0.16 bohr for 4f, while the computed weight has a mean radius of 0.30 bohr and a median radius of 0.27 bohr. In this model the ratio of each weight to the preceding one increases with $r$, so each step in $l$ moves weight outward. Because $N(r)$ cannot decrease with $r$, its average rises. This covers the Coulomb part of $\bar N$ for the lowest shell of each $l$; that the trend survives the exchange correction and holds at fixed $n$ is checked numerically below.

The argument compares shells of one atom. Between atoms, $\bar N/Z$ decides. If a p electron with $Z=8$ had $\bar N=2$, equation (6) would give a ratio of $8/6\approx1.33$, larger than for a d shell with $\bar N=10$ at $Z=73$, where it is $73/63\approx1.16$. In the exchange-only model used below, the 2p shell of oxygen has $\bar N=1.43$ and a ratio of 1.22, smaller than 1.33 but still above 1.16.

## How large it is in tantalum

Neutral Ta has occupied 4p, 4d and 4f shells, so the trend can be followed at fixed $Z$ and fixed principal quantum number. The calculation is a spherically averaged Dirac–Kohn–Sham calculation with exchange-only LDA and the configuration [Xe]4f$^{14}$5d$^3$6s$^2$, with the three 5d electrons shared between $j=3/2$ and $j=5/2$ in proportion to their degeneracies. Placing all three in 5d$_{3/2}$ moves the $n=4$ splittings by at most 0.002 eV and lowers the 5d splittings quoted below from 0.575 and 0.683 eV to 0.561 and 0.666 eV, leaving their ratio at 1.19. The converged $V_e$ is frozen, so the four-component and X2C-1e splittings refer to the same mean field.

| Shell | Four-component (eV) | X2C-1e (eV) | $\bar N$ |
|---|---:|---:|---:|
| 4p | 63.11 | 64.98 | 2.18 |
| 4d | 11.59 | 13.49 | 10.28 |
| 4f | 1.98 | 3.17 | 27.33 |

For 4f, equation (6) gives $73/(73-27.33)=1.60$, and the computed ratio is $3.169/1.982=1.60$. For 4d both values are 1.16. For 4p the formula gives 1.031 and the computed ratio is 1.030. Relative to the four-component splittings, the excess is 3% for 4p, 16% for 4d and 60% for 4f.

The absolute excess does not follow this trend. It is 1.87 eV for 4p, 1.90 eV for 4d and 1.19 eV for 4f. The 4f error is the largest fraction of the smallest splitting.

Within one $l$ the error changes much less. The ratio runs from 1.026 for 2p to 1.032 for 5p, and from 1.15 for 3d to 1.19 for 5d. The weight $1/r^3$ favours the inner part of a valence orbital, so a valence shell does not escape the error of its core counterpart. For 5d the splitting is 0.683 eV instead of 0.575 eV.

### Which electrons are missing

Half of the spin-orbit weight lies inside 0.019 bohr for 4p, 0.079 bohr for 4d and 0.27 bohr for 4f. Resolving the enclosed charge by source shell, in the order $n=1$, $n=2$, $n=3$, $n\ge4$, and subtracting the exchange correction gives

$$
\begin{aligned}
\bar N_{4p}&=1.10+0.75+0.46+0.19-0.32=2.18,\\
\bar N_{4d}&=1.94+4.75+2.94+1.28-0.62=10.29,\\
\bar N_{4f}&=2.00+7.81+12.83+5.70-1.00=27.34.
\end{aligned}
$$

The last digits of the 4d and 4f sums differ from the table because the terms are rounded.

These totals lie near 2, 10 and 28, the numbers of electrons in the filled shells up to $n=1$, 2 and 3. The literal picture of an electron outside complete core shells is nevertheless poor. The 4p weight sees little more than one of the two 1s electrons, and the 4f weight sees about 13 of the 18 electrons with $n=3$. The enclosed parts of the shells beyond these cores supply 1.40, 4.21 and 5.70 electrons for 4p, 4d and 4f, more than the 0.90, 3.31 and 5.37 that the core shells lack. The exchange correction removes part of this surplus for 4p and 4d and more than all of it for 4f, so $\bar N$ ends above 2 and 10 but below 28. The closed-shell counts are useful approximations to $\bar N$ in this atom, not a list of the electrons enclosed.

### Is the missing field the cause?

Two controls change the electronic spin-orbit term alone. When it is added to the X2C-1e decoupling, the ratios to the four-component splittings become 0.9995, 0.9996 and 0.9993 for 4p, 4d and 4f. When it is deleted from the four-component equation, the ratios become 1.030, 1.164 and 1.600, close to those of X2C-1e. The missing term therefore accounts for nearly all of the excess here. The remaining picture-change effects alter these splittings by less than 0.1%. This says nothing about their effect on total or orbital energies.

### How far the leading-order law reaches

The first-order splitting (5) is itself 5% too small for 4p, relative to the four-component value, but less than 1% too small for 4d and 4f. The higher-order contribution is nearly the same in both treatments: it is $63.11-59.77=3.34$ eV in the four-component splitting and $64.98-1.0308\times59.77=3.37$ eV in the X2C-1e one. The 4p ratio from (6), 1.0308, therefore lies close to the computed 1.0296, but the excess it predicts, 0.0308, is still about 4% larger than the computed 0.0296.

With the speed of light made ten times larger and $V_e$ unchanged, higher orders are suppressed. The values of $\bar N$ inferred from the splittings and calculated from the orbitals then agree to about 0.001 electron for all three shells. The 4p value in this limit is 2.48, compared with 2.18 at the physical speed of light. Since $V_e$ is the same, the reduction comes from the orbital: relativity shifts its spin-orbit weight towards regions with less enclosed charge. The numerical check carries out these comparisons.

## What to do about it

**Transform the mean field.** The most direct remedy is to include $V_e$ in the Dirac matrix before decoupling. Exact decoupling of the full Dirac matrix returns its positive-energy levels by construction, so for the frozen field used here the agreement within $10^{-5}$ hartree confirms only the numerics. Its cost is that a four-component mean field, or a good model of one, must be available first.

**Add the electronic spin-orbit term.** An atomic mean-field spin-orbit correction supplies the missing operator without transforming the whole two-electron interaction. The first control shows that this term, taken from the frozen field and included in the decoupling, is sufficient for the 4p, 4d and 4f splittings of Ta. The term must not be added when $V_e$ has already been transformed, because the enclosed charge would then be subtracted twice.

**Scale the nuclear term.** Equation (6) can be inverted to give $\Delta=(1-\bar N/Z)\Delta_{1e}$. Replacing $\bar N$ by 2, 10 or 28 for p, d or f gives a screened-nuclear correction. For Ta,

$$
\begin{aligned}
4p:&\quad (71/73)\times64.98=63.2\ {\rm eV},\\
4d:&\quad (63/73)\times13.49=11.6\ {\rm eV},\\
4f:&\quad (45/73)\times3.169=1.95\ {\rm eV}.
\end{aligned}
$$

The errors relative to the four-component values are about 0.1%, 0.4% and $-1.5$%. Here the factor multiplies the final splitting; applied instead to the nuclear spin-orbit operator before decoupling, it gives $-0.02$%, 0.3% and $-1.6$%. For 5d, where $\bar N=11.6$ rather than 10, the same correction gives 0.589 eV against 0.575 eV, an error of 2.5%. By (6), a fixed count $Q$ leaves the splitting wrong, at leading order, by the factor $(Z-Q)/(Z-\bar N)$. In the same model the scaled splitting is 9% too small for O 2p ($\bar N=1.43$) and 10% too small for Ti 3d ($\bar N=8.73$). The counts should therefore be checked before use in light atoms, where $\bar N$ can differ from $Q$ even with a full core and the difference is measured against a small $Z$, and in ions with few electrons, where the assumed core may be incomplete or absent.

These errors are measured against a Coulomb mean-field Dirac calculation, not against experiment. The Breit interaction brings in spin-other-orbit coupling, which needs its own two-electron operator. Nonlocal exchange has no simple enclosed charge, although its transformed spin-dependent part is still required. In a molecule the field is not central, and $\nabla V\times\mathbf p$ must be kept in place of the radial form. When spin-orbit coupling mixes nearby levels strongly, the operator should be corrected before diagonalization, because a factor applied to the final splitting relies on first-order theory.

## Numbers as computed

```
Ta: Z = 73, speed of light = 137.0360 atomic units
SCF iterations = 52, electrons = 73.00000
largest hydrogenic splitting error (relative) = 1.2e-04
spin-orbit operator identity error (relative) = 4.7e-09
Splittings in eV: four-component, X2C-1e, excess; then the
ratio X2C-1e/four-component, Nbar (electrons), Z/(Z-Nbar)
2p: 1268.850, 1302.296, 33.445; 1.0264, 1.946, 1.0274
3p: 273.067, 280.779, 7.712; 1.0282, 2.087, 1.0294
4p: 63.108, 64.977, 1.869; 1.0296, 2.182, 1.0308
5p: 8.816, 9.094, 0.278; 1.0316, 2.316, 1.0328
3d: 59.521, 68.567, 9.046; 1.1520, 9.649, 1.1523
4d: 11.591, 13.487, 1.896; 1.1636, 10.284, 1.1640
5d: 0.575, 0.683, 0.108; 1.1880, 11.557, 1.1881
4f: 1.982, 3.169, 1.186; 1.5985, 27.334, 1.5986
First-order splitting (eV), median radius of SO weight (bohr)
4p: 59.768, 0.0185
4d: 11.505, 0.0791
4f: 1.977, 0.2661
Nbar by source shell (electrons): n=1, n=2, n=3, n>=4,
and the local-exchange charge to subtract
4p: 1.101, 0.754, 0.457, 0.187; 0.317
4d: 1.943, 4.748, 2.939, 1.275; 0.620
4f: 2.000, 7.805, 12.828, 5.701; 0.999
Controls, splitting / four-component splitting:
X2C-1e + electronic SO term; four-component without that term
4p: 0.9995; 1.0301
4d: 0.9996; 1.1641
4f: 0.9993; 1.5995
Speed of light x 10: ratio X2C-1e/four-component, Z/(Z-Nbar),
Nbar inferred from splittings, Nbar from orbital (electrons)
4p: 1.03514, 1.03515, 2.478, 2.479
4d: 1.17005, 1.17006, 10.610, 10.610
4f: 1.60810, 1.60810, 27.605, 27.605
```
